# Estimating the Brillouin Oscillation Frequency in Silicon at 800 nm

## Problem

A short longitudinal strain pulse travels into a silicon crystal along [100], away from its flat surface. Light of vacuum wavelength \(\lambda=800\) nm strikes that surface at normal incidence. The refractive index is \(n=3.69\) and the longitudinal sound speed is \(v=8430\) m/s.

(a) Find the frequency at which the reflectance oscillates as the pulse moves.

(b) Show that the shape of the pulse does not change this frequency, and find what it does change.

(c) Decide how many digits of the answer are meaningful, and how long the oscillation lasts.

**Assumptions.** The strain changes the index by a small amount \(\Delta n(z,t)\). The pulse keeps its shape, has left the surface, and hardly moves while light crosses the region between it and the surface. Sound is neither damped nor dispersed. The probe is first taken to have a single wavelength, and silicon to be transparent; both restrictions are lifted in part (c). Depth \(z\) is measured inward from the surface, and frequency \(f\) means cycles per second, not radians per second.

## Solution

### (a) The frequency

Two reflected waves reach the detector. One comes from the surface and is steady. The other is much weaker and comes from the pulse, where the index differs slightly from its surroundings. Their interference makes the reflectance depend on the depth of the pulse.

Let the pulse be at \(z=vt\). Inside silicon the optical wavenumber is \(nk_0\), with \(k_0=2\pi/\lambda\). The second wave travels down to the pulse and back, a distance \(2z\), so its phase relative to the first is

\[
\phi(t)=nk_0\,(2vt)+\phi_0=\frac{4\pi n v}{\lambda}\,t+\phi_0 .
\]

The constant \(\phi_0\) collects the phase changes on reflection. One cycle of interference requires \(\phi\) to grow by \(2\pi\), so

\[
f=\frac{1}{2\pi}\frac{d\phi}{dt}=\frac{2nv}{\lambda}.
\]

With the given values,

\[
f=\frac{2(3.69)(8430\ \text{m/s})}{800\times10^{-9}\ \text{m}}
=7.777\times10^{10}\ \text{Hz}\approx 78\ \text{GHz}.
\]

The period is \(1/f=12.86\) ps. In that time the pulse advances \(\lambda/(2n)=108.4\) nm, half the optical wavelength of 216.8 nm in silicon. Both factors in \(2n\) matter: without the return path the result would be 38.88 GHz, and with the vacuum wavelength used inside silicon it would be 21.07 GHz.

**The same result from the Doppler shift.** The pulse is a receding mirror. Let the incident light have frequency \(f_L=c/\lambda\) and the light returned by the pulse have frequency \(f_r\). Take \(n\) to be equal at these two very close frequencies. The incident and returned waves have phases

\[
2\pi f_L\left(\frac{nz}{c}-t\right),\qquad
2\pi f_r\left(-\frac{nz}{c}-t\right).
\]

At the mirror, \(z=vt\), they must keep a constant difference. Equating their rates of change gives

\[
f_L\left(1-\frac{nv}{c}\right)=f_r\left(1+\frac{nv}{c}\right).
\]

The beat frequency against the unshifted surface reflection is therefore

\[
f_L-f_r=f_L\,\frac{2nv/c}{1+nv/c}=\frac{2nv/\lambda}{1+nv/c}.
\]

The numerator is the earlier result. The denominator corrects for the motion of the pulse while light is in transit. Since \(nv/c\) is about \(10^{-4}\), it lowers the frequency by about 0.01%, which justifies treating the pulse as stationary for each optical transit. The slight difference in \(n\) between the two frequencies alters the next digit of this correction, but not its order of magnitude.

### (b) What the pulse shape does

The field in the solid, with time dependence \(e^{-i\omega t}\), obeys

\[
E''+k_0^2(n+\Delta n)^2E=0 .
\]

Expanding the square and dropping \((\Delta n)^2\) gives

\[
E''+n^2k_0^2E=-2nk_0^2\,\Delta n\,E .
\]

Consider a thin sheet at depth \(z'\) with thickness \(dz'\). It emits waves \(A\,e^{ink_0|z-z'|}\) to both sides. The slope of this field jumps by \(2ink_0A\) at the sheet. Integrating the equation across the sheet gives the same jump from the right-hand side:

\[
2ink_0A=-2nk_0^2\,\Delta n\,E(z')\,dz'
\quad\Rightarrow\quad
A=ik_0\,\Delta n\,E(z')\,dz',
\]

because \(-1/i=i\).

To leading order, \(E(z')\) is the undisturbed field. For unit incident amplitude it equals \(t_{\rm in}e^{ink_0z'}\), where \(t_{\rm in}=2/(1+n)\) is the transmission into silicon. The scattered wave gains another factor \(e^{ink_0z'}\) on its way up and leaves with transmission \(t_{\rm out}=2n/(1+n)\). Adding all the sheets,

\[
\delta r=ik_0T\int \Delta n(z,t)\,e^{iqz}\,dz,
\qquad T=t_{\rm in}t_{\rm out}=\frac{4n}{(1+n)^2},
\qquad q=2nk_0 .
\]

The surface alone reflects with amplitude \(r_0=(1-n)/(1+n)\), which is real and negative here. The reflectance is \(|r_0+\delta r|^2\), so its change to first order is

\[
\Delta R=2r_0\,\mathrm{Re}(\delta r).
\]

Now let a pulse of fixed profile \(g\) move inward: \(\Delta n=g(z-vt)\). Substituting \(x=z-vt\),

\[
\int g(z-vt)\,e^{iqz}\,dz=e^{iqvt}\int g(x)\,e^{iqx}\,dx .
\]

The last integral is a constant complex number. It sets the amplitude and starting phase, while all the time dependence is in \(e^{iqvt}\). The frequency is \(qv/(2\pi)=2nv/\lambda\) for any profile for which this integral, including its factor \(e^{iqx}\), does not vanish. In other words, the light selects the component of the pulse with wavenumber \(q=0.0580\) rad/nm, or acoustic wavelength 108.4 nm.

**A Gaussian pulse.** Take \(g(x)=a\,e^{-x^2/(2\sigma^2)}\), with peak index change \(a=10^{-4}\) and \(\sigma=15\) nm. Completing the square in the exponent gives

\[
\int g(x)e^{iqx}dx=a\sigma\sqrt{2\pi}\,e^{-q^2\sigma^2/2}.
\]

Since \(\mathrm{Re}(ie^{iqvt})=-\sin(qvt)\) and \(r_0=-|r_0|\), the two minus signs cancel:

\[
\Delta R=2|r_0|k_0T\,a\sigma\sqrt{2\pi}\,e^{-q^2\sigma^2/2}\sin(qvt).
\]

The numerical factors are \(|r_0|=0.574\), \(k_0=0.00785\) rad/nm, \(T=0.671\), \(\sigma\sqrt{2\pi}=37.6\) nm and \(e^{-q^2\sigma^2/2}=0.685\). The amplitude is

\[
2(0.574)(0.00785)(0.671)(10^{-4})(37.6)(0.685)\approx1.56\times10^{-5}.
\]

The unperturbed reflectance is \(r_0^2=0.329\), so the relative modulation is about \(5\times10^{-5}\).

**Short and long pulses.** At fixed peak index change, the amplitude varies as \(\sigma e^{-q^2\sigma^2/2}\). For \(q\sigma\ll1\) it grows in proportion to \(\sigma\), as more material scatters in phase. For \(q\sigma\gg1\) contributions from different depths cancel. Setting the derivative to zero gives \(1-q^2\sigma^2=0\), so the best width is \(\sigma=1/q\approx17\) nm. At \(\sigma=50\) nm the exponential factor has fallen to about 0.015, and the amplitude, which also contains the factor \(\sigma\), is about 7% of its best value. A Gaussian pulse with \(\sigma\) of 80 nm or more gives almost no oscillation, although the formula for \(f\) still holds.

**A test without the weak-scattering formula.** The reflectance was also computed by dividing the silicon into 1 nm layers and matching the optical waves at every interface. The pulse was moved from its position at 12 ps to that at 240 ps, with an optical absorption coefficient of 850 cm\(^{-1}\) included. A damped sinusoid with free frequency, fitted to the result, gave 77.77 GHz. Multiplying the Gaussian by \(x/\sigma\), which makes the pulse bipolar, again gave 77.77 GHz. For the Gaussian, the weak-scattering waveform, with absorption included, differed from the layered result by at most 0.015% of the peak signal.

### (c) Accuracy and duration

**Input values.** Because \(f\) is proportional to both \(n\) and \(v\), small relative changes add:

\[
\frac{\delta f}{f}=\frac{\delta n}{n}+\frac{\delta v}{v}.
\]

An index change of 0.01 moves the result by 0.21 GHz, and a speed change of 50 m/s moves it by 0.46 GHz. Unless both inputs are known better than this, 78 GHz is a suitable statement of the result. Conversely, a measured \(f\) determines the product \(nv\); finding the sound speed requires a separate value of \(n\).

**Crystal direction.** Silicon is elastically anisotropic. For a cubic crystal with displacement \(\mathbf w\), Hooke's law and Newton's law give, for the \(x\) component,

\[
\rho\ddot w_x=C_{11}\partial_x^2w_x+C_{44}(\partial_y^2+\partial_z^2)w_x
+(C_{12}+C_{44})\,\partial_x(\partial_yw_y+\partial_zw_z).
\]

Here \(x,y,z\) are the cube axes. Insert a longitudinal wave \(\mathbf w=\mathbf m\,s(\mathbf m\cdot\mathbf r-vt)\), where \(\mathbf m\) is a unit vector. Each space derivative brings down a component of \(\mathbf m\), and two time derivatives bring down \(v^2\). After division by \(s''\),

\[
\rho v^2m_x=m_x\left[C_{11}m_x^2+(C_{12}+2C_{44})(1-m_x^2)\right],
\]

where \(m_y^2+m_z^2=1-m_x^2\) was used. The other components follow by exchanging axes. All three agree on one speed for the directions

\[
[100]:\ \rho v^2=C_{11},\qquad
[110]:\ \rho v^2=\tfrac12(C_{11}+C_{12}+2C_{44}),
\]
\[
[111]:\ \rho v^2=\tfrac13(C_{11}+2C_{12}+4C_{44}).
\]

Rough values for silicon are \(C_{11}=166\), \(C_{12}=64\), \(C_{44}=80\) GPa and \(\rho=2330\) kg/m\(^3\). They give speeds of 8441, 9148 and 9372 m/s. The first is close to the speed in the problem. The other two raise the frequency by about 8% and 11% relative to [100], so the direction of travel must be known before smaller corrections are worth making.

**Oblique incidence.** Let the light arrive at angle \(\theta\) from the normal, with the sound still travelling along the normal. The optical wavenumber parallel to the surface, \(k_0\sin\theta\), is the same on both sides of it. The component along \(z\) in silicon is therefore \(k_0\sqrt{n^2-\sin^2\theta}\). This replaces \(nk_0\) in the round-trip phase:

\[
f(\theta)=\frac{2v}{\lambda}\sqrt{n^2-\sin^2\theta}.
\]

The high index keeps the internal ray near the normal. A tilt of 10° lowers \(f\) by 0.11%. At 45° the formula gives 76.33 GHz, and the layered calculation for light polarized perpendicular to the plane of incidence gives the same value.

**Heating.** Take rough coefficients \(dn/dT=3\times10^{-4}\) K\(^{-1}\) and \((1/v)\,dv/dT=-3.5\times10^{-5}\) K\(^{-1}\). Uniform heating by 50 K changes \(f\) by about \(+0.4\%\) through the index and \(-0.2\%\) through the speed. The total is about \(+0.2\%\).

**Photoexcited carriers.** A free carrier of effective mass \(m\) in the field \(E e^{-i\omega t}\) has an oscillating dipole moment \(-e^2E/(m\omega^2)\), opposed to the field when collisions are neglected. For \(N\) carriers per unit volume the change in \(n^2\) is \(-Ne^2/(\epsilon_0m\omega^2)\). Setting this equal to \(2n\,\Delta n_c\) for a small change gives

\[
\Delta n_c=-\frac{Ne^2}{2n\epsilon_0m\omega^2}.
\]

Light creates electrons and holes in pairs, and their responses add. If \(N\) counts pairs, \(1/m\) is therefore the sum of the inverse masses of the electron and the hole. With \(N=10^{19}\) pairs per cm\(^3\) and a rough combined mass of 0.15 electron masses, \(\Delta n_c=-0.0052\). If this density fills the whole optical path, this index change alone lowers \(f\) by 0.14%. That is not the total shift: the estimate omits changes in the interband absorption and in the sound speed. Carriers also soften the crystal, which can lower \(f\) by a similar or larger amount.

### A few cases

Each row changes one condition, with the other inputs held at the values of the problem. The [110] and [111] rows use the rough elastic constants, for which [100] itself gives 77.9 GHz.

| Case | \(f\) (GHz) |
|---|---:|
| Given values, [100], normal incidence | 77.8 |
| Incidence at 10° | 77.7 |
| Incidence at 45° | 76.3 |
| Uniform heating by 50 K | 77.9 |
| \(10^{19}\) electron–hole pairs per cm\(^3\), free-carrier index change only | 77.7 |
| Sound along [110] | 84.4 |
| Sound along [111] | 86.5 |

The extra digit shows small shifts between cases; it is not a claim of absolute accuracy.

### How long the oscillation lasts

**Optical absorption.** Let \(\alpha\) be the absorption coefficient for intensity. The field falls as \(e^{-\alpha z/2}\) on the way down and by the same factor on the way back. Interference is linear in the returned field, so its amplitude falls as

\[
e^{-\alpha z}=e^{-\alpha vt}.
\]

For the rough value \(\alpha=850\) cm\(^{-1}\), the \(1/e\) time is \(1/(\alpha v)=1.40\) ns. The damping fitted to the layered calculation gives the same time.

**Probe bandwidth.** A short probe pulse contains many wavelengths, each with its own oscillation frequency. Allowing \(n\) to depend on \(\lambda\),

\[
\frac{df}{d\lambda}=2v\left(\frac{1}{\lambda}\frac{dn}{d\lambda}-\frac{n}{\lambda^2}\right)
=-\frac{2vn_g}{\lambda^2},\qquad
n_g=n-\lambda\frac{dn}{d\lambda}.
\]

With a rough slope \(dn/d\lambda=-7\times10^{-4}\) nm\(^{-1}\), the group index is \(n_g=3.69+0.56=4.25\). A spectrum 10 nm wide at half maximum then gives a frequency spread

\[
F=\frac{2(8430)(4.25)}{(800\times10^{-9})^2}\,(10\times10^{-9})\ \text{Hz}
\approx1.12\ \text{GHz}.
\]

Suppose the detector adds the whole spectrum, and the spectrum is Gaussian. The weight at an offset \(\nu\) from the central frequency is proportional to \(e^{-4\ln2\,\nu^2/F^2}\), which is one half at \(\nu=\pm F/2\). Averaging \(e^{2\pi i\nu t}\) with this weight, again by completing the square, multiplies the oscillation by

\[
\exp\left(-\frac{\pi^2F^2t^2}{4\ln2}\right).
\]

This reaches \(1/e\) at

\[
t_b=\frac{2\sqrt{\ln2}}{\pi F}=0.473\ \text{ns}.
\]

A direct numerical average over wavelength, using the same linear \(n(\lambda)\), also gives 0.473 ns. The bandwidth therefore limits the record more than absorption does. With both acting, the \(1/e\) time satisfies

\[
\frac{t}{1.40\ \text{ns}}+\left(\frac{t}{0.473\ \text{ns}}\right)^2=1,
\]

whose positive solution is about 0.40 ns, or roughly 31 periods. Detecting a narrower band of wavelengths lengthens the bandwidth limit in inverse proportion to \(F\), at the cost of collected light.

### Comparison with a real measurement

The problem corresponds to a silicon wafer with a (001) surface, probed by pulses of about 100 fs. The given index and speed are typical of silicon near room temperature, and a 10 nm bandwidth suits such pulses. The peak index change and pulse width are chosen round values; a real pulse depends on how it is generated. Of the frequency shifts estimated here, the largest comes from using another crystal direction, up to about 11%. Real silicon also damps sound. That loss is not included in the 0.40 ns estimate, so the observed oscillation should be shorter, by an amount this model does not determine.

In a silicon layer of thickness \(d\), the pulse reaches the far side after \(d/v\), which allows \(fd/v=2nd/\lambda\) cycles. A 1 µm layer gives about nine cycles on the first pass, while a layer thinner than 108 nm gives less than one. In such a thin layer a frequency can no longer be read from repeated cycles. In both layers, any light reflected from the far side must be added to the model, because the absorption length \(1/\alpha\) is about 12 µm.

## Numbers as computed

```
Refractive index: 3.69
Sound speed: 8430 m/s
Probe wavelength: 800 nm
Wavelength of light in silicon: 216.8 nm
Selected acoustic wavelength: 108.4 nm
Selected acoustic wavenumber: 0.0580 rad/nm
Oscillation period: 12.86 ps
Brillouin frequency, formula: 77.77 GHz
Frequency, layered calculation: 77.77 GHz
Shift on halving layers: -0.000 MHz
Frequency, bipolar pulse: 77.77 GHz
Wrong: return path dropped: 38.88 GHz
Wrong: vacuum wavelength used: 21.07 GHz
Peak index change: 1.0e-04
Pulse standard deviation: 15 nm
Unperturbed reflectance: 0.3290
Reflectance oscillation amplitude: 1.56e-05
Weak-scattering waveform error: 0.015 %
Change for index +0.01: 0.21 GHz
Change for speed +50 m/s: 0.46 GHz
Rough elastic C11, C12, C44: 166, 64, 80 GPa
Rough density: 2330 kg/m^3
Elastic speed [100]: 8441 m/s
Frequency [100]: 77.9 GHz
Elastic speed [110]: 9148 m/s
Frequency [110]: 84.4 GHz
Elastic speed [111]: 9372 m/s
Frequency [111]: 86.5 GHz
Frequency at 10 deg: 77.68 GHz
Shift at 10 deg: -0.11 %
Frequency at 45 deg, formula: 76.33 GHz
Frequency at 45 deg, layered: 76.33 GHz
Heating: 50 K
Rough dn/dT: 3.0e-04 1/K
Rough relative dv/dT: -3.5e-05 1/K
Heating shift, index part: 0.41 %
Heating shift, speed part: -0.17 %
Heating shift, total: 0.23 %
Carrier density: 1.0e+19 cm^-3
Rough optical mass: 0.15 electron masses
Carrier index change: -0.0052
Carrier frequency shift: -0.14 %
Probe bandwidth (FWHM): 10 nm
Rough dn/dlambda: -7.0e-04 1/nm
Group index: 4.25
Frequency spread (FWHM): 1.12 GHz
Bandwidth 1/e time, formula: 0.473 ns
Bandwidth 1/e time, numeric: 0.473 ns
Rough absorption coefficient: 850 1/cm
Absorption 1/e time, formula: 1.40 ns
Absorption 1/e time, layered: 1.40 ns
Optical retardation shift: -0.0104 %
Lattice dispersion shift: -0.00026 %
```
